# Square-Well Impurity Phase Shifts by Numerov Integration up to the Wall

An aluminium atom in a copper interconnect line brings three valence electrons to a site where copper brings one. The conduction electrons screen the extra charge, and the short-ranged potential that remains scatters them. The added resistivity depends on how strongly each partial wave is shifted in phase at the Fermi energy.

The simplest model of this defect is a square well in a free-electron metal: $V=-V_0$ for $r<a$ and $V=0$ outside. Its phase shifts can be written down, so it is a good place to design a numerical scheme that will later serve potentials without closed forms. Two natural choices turn out badly: integrating straight through the wall, and checking the result with the optical theorem in its usual partial-wave form.

## The radial problem

For an electron of mass $m$ and energy $E=\hbar^2k^2/2m$, let $U=2mV_0/\hbar^2$ and $K^2=k^2+U$. Writing the radial function as $R_l=u/r$ removes the first derivative from the radial equation:

$$u''=-g\,u,\qquad g(r)=\begin{cases}K^2-l(l+1)/r^2,& r<a\\ k^2-l(l+1)/r^2,& r>a.\end{cases}$$

Outside, two real solutions are $S=kr\,j_l(kr)$ and $C=-kr\,n_l(kr)$, with the sign convention $n_0(x)=-\cos x/x$. Far away they become $\sin(kr-l\pi/2)$ and $\cos(kr-l\pi/2)$. Hence

$$u=A(\cos\delta_l\,S+\sin\delta_l\,C)\to A\sin(kr-l\pi/2+\delta_l),$$

which defines the phase shift. Since $S$ and $C$ obey the same equation, $CS'-SC'$ is constant, and the asymptotic forms give its value, $k$.

## The naive scheme: Numerov through the wall

On a grid of step $h$, let $u_\pm=u(r\pm h)$. Taylor's series gives

$$u_++u_--2u=h^2u''+\tfrac{h^4}{12}u''''+\tfrac{h^6}{360}u^{(6)}+\dots$$

The same series for $u''$ gives $h^2u''''=u''_++u''_--2u''-\frac{h^4}{12}u^{(6)}$. Inserting this and using $u''=-gu$ yields Numerov's recurrence,

$$\left(1+\tfrac{h^2g_+}{12}\right)u_+=2\left(1-\tfrac{5h^2g}{12}\right)u-\left(1+\tfrac{h^2g_-}{12}\right)u_-,$$

with a neglected term $h^6(\frac1{360}-\frac1{144})u^{(6)}=-h^6u^{(6)}/240$. An error of order $h^6$ in one value is a slope error of order $h^5$. Over $1/h$ steps these add up to order $h^4$.

This argument needs smooth derivatives, but at the wall $u''$ jumps. Put a grid point at $r=a$ and give it some value $g_w$. Let $g_L$ and $g_R$ be the limits of $g$ from inside and outside, $\bar g$ their mean, and $\Delta=g_R-g_L=-U$. Define the defect $D$ as what remains when the exact $u$ is put into

$$D=u_+-2u+u_-+\tfrac{h^2}{12}(g_+u_++10gu+g_-u_-).$$

At the wall, separate Taylor series on the two sides give $u_+-2u+u_-=-h^2\bar g u-\frac{h^3}{6}\Delta u'$ to this order. With $u$ and $u'$ taken at $a$, the three affected points have

$$D_0=\tfrac{10}{12}h^2(g_w-\bar g)u-\tfrac{h^3}{12}\Delta u',$$
$$D_{-1}=\tfrac{h^2}{12}(g_w-g_L)u,\qquad D_{+1}=\tfrac{h^2}{12}(g_w-g_R)u.$$

To turn defects into a phase error, let $v=u+e$ be the numerical solution. It satisfies the recurrence without defect, so $e$ receives a slope kick $-D_i/h$ at point $i$. Between kicks $W=ue'-u'e$ is constant, and each kick changes it by $-D_iu_i/h$. Outside, $u$ and $v$ are combinations of $S$ and $C$ with phases $\delta$ and $\delta+\epsilon$, for which $W=-kA^2\epsilon$ to first order. Therefore

$$\epsilon=\frac{1}{hkA^2}\sum_iD_iu_i .$$

If the wall point takes the inside value, $g_w-\bar g=U/2$, and the leading terms add to

$$\epsilon\approx\frac{hU\,u(a)^2}{2kA^2}.$$

If it takes the mean value, this vanishes. The two neighbours then contribute $\frac{h^2\Delta}{24}u(u_--u_+)=-\frac{h^3}{12}\Delta uu'$, the wall point contributes as much again, and

$$\epsilon\approx\frac{h^2U\,u(a)u'(a)}{6kA^2}.$$

So the fourth-order recurrence gives a first- or second-order phase. Consider an s wave with $ka=1$ and $Ka=2.3$, so that $Ua^2=4.29$. The closed form derived below gives $u(a)^2/A^2=0.19$ and $u(a)u'(a)/(kA^2)=-0.39$. With 40 steps inside the well the two estimates are $1.0\times10^{-2}$ and $-1.8\times10^{-4}$ rad. The measured magnitudes are $9.9\times10^{-3}$ and $1.75\times10^{-4}$ rad; doubling the number of steps gives observed orders 0.97 and 2.00.

## The cure: stop at the wall

The inside equation has a smooth continuation beyond $a$. We choose $h=a/N$, so that the wall is a grid point, and carry the recurrence one step past it with the inside $g$. The extra value is not the physical wave function there. It serves to find the slope at $a$, where the physical $u$ and $u'$ are continuous.

A plain central difference for the slope would spoil the order again. Instead, combine

$$u_+-u_-=2hu'+\tfrac{h^3}{3}u'''+\tfrac{h^5}{60}u^{(5)}+\dots,$$
$$u''_+-u''_-=2hu'''+\tfrac{h^3}{3}u^{(5)}+\dots$$

Subtracting $h^2/6$ times the second line from the first removes $u'''$. With $u''=-gu$,

$$u'=\frac{(1+h^2g_+/6)u_+-(1+h^2g_-/6)u_-}{2h}+\tfrac{7}{360}h^4u^{(5)}+\dots$$

In the same s-wave case the phase error is now $3.3\times10^{-8}$ rad with 40 steps and $2.1\times10^{-9}$ rad with 80, which is order 4.00.

The origin needs care too. For $l=1$, $u\propto r^2$ and $l(l+1)u/r^2$ tends to a nonzero constant, so setting $gu=0$ at $r=0$ is wrong. We avoid that point by starting from a power series. With $u=r^{l+1}\sum_nc_nr^{2n}$, the radial equation requires

$$[(l+1+2n)(l+2n)-l(l+1)]c_n=-K^2c_{n-1}.$$

The bracket is $2n(2n+2l+1)$, so

$$u\propto r^{l+1}\left[1-\frac{K^2r^2}{2(2l+3)}+\frac{K^4r^4}{8(2l+3)(2l+5)}-\dots\right].$$

This supplies $u(h)$ and $u(2h)$. The first recurrence step divides by about $1-l(l+1)/108$, which is 0.61 for $l=6$, the largest $l$ used here. It turns negative from $l=10$, and such waves should be started farther out.

## Matching, and the lost multiple of $\pi$

Matching through $u'/u$ fails when $u(a)$ happens to vanish. Put $\alpha=A\cos\delta_l$ and $\beta=A\sin\delta_l$, so that $u=\alpha S+\beta C$ at the wall. Then $uC'-u'C=\alpha(SC'-S'C)=-k\alpha$ and $uS'-u'S=\beta(CS'-C'S)=k\beta$, so

$$\alpha=-\frac{uC'-u'C}{k},\qquad \beta=\frac{uS'-u'S}{k},$$

with no division by $u$.

The ratio $\beta/\alpha$ fixes $\delta_l$ up to a multiple of $\pi$. Cross-sections do not notice this, but the screening condition below does. The integration already contains the missing information: $\alpha$ and $\beta$ evaluated at an intermediate $r$ belong to a well cut off at $r$. The pair never vanishes, because $u$ and $u'$ cannot both be zero. Its angle therefore changes continuously from zero at $r=0$ to the absolute phase shift at $r=a$. The grid must be fine enough that the angle turns by less than $\pi$ per step.

## Closed forms

For $l=0$ the inside solution is $u=\sin Kr$ and the outside one is $A\sin(kr+\delta_0)$. Dividing the continuity condition for $u$ by that for $u'$ gives $\tan(ka+\delta_0)=(k/K)\tan Ka$. Moreover, $\sin(ka+\delta_0)$ has the sign of $\sin Ka$, and likewise for the cosines, so the two angles stay in the same quadrant as the well grows. This selects the branch:

$$\delta_0=-ka+\arctan\left(\frac kK\tan Ka\right)+\pi\left\lfloor\frac{Ka}{\pi}+\frac12\right\rfloor .$$

For any $l$, the inside function is $j_l(Kr)$ and the outside one is proportional to $\cos\delta_l\,j_l(kr)-\sin\delta_l\,n_l(kr)$. Equating logarithmic derivatives and collecting sines and cosines,

$$\tan\delta_l=\frac{k\,j_l'(ka)j_l(Ka)-K\,j_l(ka)j_l'(Ka)}{k\,n_l'(ka)j_l(Ka)-K\,n_l(ka)j_l'(Ka)},$$

where primes on Bessel functions denote derivatives with respect to the argument.

With 400 steps, the numerical s-wave phase was compared with its closed form, branch included, for twenty wells with $\sqrt U\,a$ from 0.7 to 8.1 and $ka$ from 0.3 to 3.1. The largest difference was $2.4\times10^{-9}$ rad.

## Fixing the depth for aluminium in copper

Copper is represented by one free electron per atom, in a cubic cell whose edge is set to 0.361 nm as an input of the model. With four atoms per cell,

$$n=\frac{4}{(0.361\ \mathrm{nm})^3}=85.0\ \mathrm{nm^{-3}},\qquad k_F=(3\pi^2n)^{1/3}=13.60\ \mathrm{nm^{-1}},$$

and $E_F=7.05$ eV. The well radius is taken as that of a sphere with one atomic volume, $a=(3/4\pi n)^{1/3}=0.141$ nm, so $k_Fa=1.919$.

The depth follows from screening. Enclose the impurity in a large sphere of radius $R$ with $u(R)=0$. Writing $S=M\sin\theta_l$ and $C=M\cos\theta_l$, with $\theta_l$ continuous from zero, the wall condition becomes $\sin(\theta_l+\delta_l)=0$, or

$$\theta_l(kR)+\delta_l(k)=n_r\pi .$$

Here $n_r$ numbers the levels of given $l$ from the lowest, bound states included. Averaged over small changes of $R$, the well thus adds $\delta_l/\pi$ levels below $k$. Each holds $2(2l+1)$ electrons with spin. Neutrality requires the added electrons to equal the valence difference $\Delta Z$, which is Friedel's rule:

$$\Delta Z=\frac2\pi\sum_l(2l+1)\delta_l(k_F).$$

As a test of the level count, the Hamiltonian was diagonalized in a sphere of radius $10a$ for $l=0,1,2$. Phases deduced from the level nearest $E_F$ agreed with the Numerov phases within $2.0\times10^{-5}$ rad.

For $\Delta Z=2$ the fitted depth is $V_0=7.55$ eV, and

$$\delta_0=0.9517,\quad\delta_1=0.6252,\quad\delta_2=0.0583,\quad\delta_3=0.0031\ \mathrm{rad}.$$

Their shares of the screening charge are $0.606+1.194+0.186+0.014=2.000$ electrons. The s-wave formula can be followed by hand: $Ka=2.7616$ and $k/K=0.6950$ give $\arctan(0.6950\tan2.7616)=-0.271$, and $\delta_0=-1.919-0.271+3.142=0.952$.

In this sum the added $\pi$ only puts the arctangent on the right branch: since $k_Fa>\pi/2$, it would appear even without a well, where it makes $\delta_0=0$. A $\pi$ that survives as $k\to0$ has a physical meaning: it signals a bound state. An s state bound below the band needs $q\cot qa=-\kappa$, with $\sin qr$ inside and $e^{-\kappa r}$ outside. It first appears at $\kappa=0$, $qa=\pi/2$. Here $\sqrt U\,a=1.986$ exceeds $\pi/2$, and the model has one such state, 0.73 eV below the band bottom. For small $k$ the closed form becomes

$$\delta_0\approx\pi-k\left(a-\frac{\tan\sqrt U a}{\sqrt U}\right).$$

At $ka=0.001$ this gives 3.1394 rad, as does the integration. The bound state holds two electrons, while the s-wave band states up to $E_F$ contribute $0.606-2=-1.394$. Dropping the multiple of $\pi$ at low energy would lose this account.

## An optical theorem that can fail

The scattering amplitude is $f(\theta)=\sum_l(2l+1)f_lP_l(\cos\theta)$ with $f_l=e^{i\delta_l}\sin\delta_l/k$. From this form, $\mathrm{Im}f_l=\sin^2\delta_l/k=k|f_l|^2$ for any real numbers $\delta_l$, right or wrong. Comparing $\sigma$ with $(4\pi/k)\,\mathrm{Im}f(0)$ then says nothing about the integration.

A useful check obtains $f_l$ from the wave function inside the well. Normalize by $u_n=u/(\alpha-i\beta)$. Outside,

$$u_n=\frac{\alpha S+\beta C}{\alpha-i\beta}=S+kf_l(C+iS),\qquad f_l=\frac{\beta}{k(\alpha-i\beta)}.$$

This is the incident partial wave plus an outgoing wave. Inside the well, $S$ obeys the free equation and $u_n$ the equation with $U$, so

$$\frac{d}{dr}(u_nS'-u_n'S)=u_nS''-u_n''S=U\,S\,u_n .$$

The bracket vanishes at the origin. At the wall it is $k$ times the coefficient of $C$ in $u_n$, that is $k^2f_l$. Hence

$$f_l=\frac{U}{k^2}\int_0^aS\,u_n\,dr .$$

Nothing in this integral forces $\mathrm{Im}f_l=k|f_l|^2$ if $u$ is wrong inside the well. The check has a limit, though. For a real well $f_l=I/(\alpha-i\beta)$ with $I=(U/k^2)\int_0^aSu\,dr$ real, so for $I\neq0$ the theorem holds exactly when $\beta=kI$. It tests $\beta$ and leaves $\alpha$ untested. An error $\delta u'$ in the slope at the wall changes $\beta$ by $-\delta u'\,S(a)/k$, which vanishes where $S(a)=0$. For an s wave at $ka=\pi$ such an error shifts the phase and passes unnoticed.

The theorem itself is a statement about flux. To see what it counts, let the well absorb: $V=-V_0-iW$ and $w=2mW/\hbar^2$, so that $U$ is replaced by $U+iw$. Then $\frac{d}{dr}\mathrm{Im}(u_n^*u_n')=\mathrm{Im}(u_n^*u_n'')=-w|u_n|^2$. For the outside form, put $H=C+iS$, for which $\mathrm{Im}(H^*H')=k$, and write

$$u_n=\frac1{2i}\left[(1+2ikf_l)H-H^*\right].$$

The cross terms in $u_n^*u_n'$ add up to a real number, so

$$\mathrm{Im}(u_n^*u_n')=\tfrac k4\left(|1+2ikf_l|^2-1\right)=k\left(k^2|f_l|^2-k\,\mathrm{Im}f_l\right).$$

Equating this to $-w\int_0^a|u_n|^2dr$, multiplying by $4\pi(2l+1)/k^3$ and summing,

$$\frac{4\pi}{k}\mathrm{Im}f(0)=\sigma_{el}+\sigma_{abs},\qquad\sigma_{abs}=\frac{4\pi w}{k^3}\sum_l(2l+1)\int_0^a|u_n|^2dr .$$

The last term is the loss rate $(2W/\hbar)\int|\psi|^2d^3r$ divided by the incident flux $\hbar k/m$.

For the real well the volume integral gives $\mathrm{Im}f(0)=0.12554$ nm, so $(4\pi/13.604)\times0.12554=0.11597$ nm². Integrating $|f|^2$ over angles gives the same 0.11597 nm². With $W=0.3V_0$, at the same $V_0$, the elastic part is 0.0810 nm² and the absorbed part 0.0518 nm². Their sum, 0.1328 nm², equals the forward value. The elastic part alone falls 39% short of it, so the forward amplitude does count missing flux. The matched amplitude, whose phases are now complex, shows the same gap, so the gap reflects absorption and is not a measure of integration error. The absorption is a device for testing, not a property of aluminium.

## From phases to resistivity

In a field, the Fermi-surface distribution is displaced by an amount proportional to $\cos\theta$. Elastic scattering through an angle $\Theta$, averaged around the initial direction, leaves $\cos\theta\cos\Theta$. The current therefore decays with the cross-section $\sigma_{tr}=\int(1-\cos\Theta)|f|^2d\Omega$.

The recursion $(2l+1)\mu P_l=(l+1)P_{l+1}+lP_{l-1}$, with $\mu=\cos\Theta$, couples neighbouring waves:

$$\int\mu|f|^2d\Omega=8\pi\sum_l(l+1)\,\mathrm{Re}(f_lf_{l+1}^*).$$

Here $k^2\mathrm{Re}(f_lf_{l+1}^*)=\sin\delta_l\sin\delta_{l+1}\cos(\delta_l-\delta_{l+1})$. The total cross-section can be written as $(4\pi/k^2)\sum_l(l+1)(\sin^2\delta_l+\sin^2\delta_{l+1})$, because $\sin^2\delta_l$ then appears $(l+1)+l$ times. Since $\sin^2x+\sin^2y-2\sin x\sin y\cos(x-y)=\sin^2(x-y)$,

$$\sigma_{tr}=\frac{4\pi}{k^2}\sum_l(l+1)\sin^2(\delta_l-\delta_{l+1}).$$

The example gives $0.0679\,(0.103+0.577+0.009)=0.0468$ nm².

For an impurity fraction $c$, $1/\tau=cn(\hbar k_F/m)\sigma_{tr}$. The Drude formula $\rho=m/(ne^2\tau)$ then becomes

$$\rho=\frac{c\hbar k_F\sigma_{tr}}{e^2}.$$

At 1 at.% this is 2.6 µΩ cm. The mass has cancelled: at fixed $k_F$, $a$ and $\Delta Z$, the phases fix $U$, and a rough band mass of $1.3m$ merely changes the depth to 5.8 eV.

The Born approximation replaces $u_n$ by $S$. At the same depth it gives 3.4 µΩ cm, 32% above the phase-shift result. Phases near one radian are outside its range.

## The model beside a real line

The 1 at.% used above is an example; in this model the added resistivity is proportional to $c$. The measured increase for aluminium in copper is roughly 1 µΩ cm per at.%, so the model is too high by more than a factor of two. Changing the well radius by $-10\%$ or $+10\%$, with the depth refitted, gives 3.1 or 2.2 µΩ cm. Aluminium also expands the lattice. If a rough volume misfit of 20% is assigned wholly to the impurity cell, it pushes 0.2 host charges out of the cell, and $\Delta Z=1.8$ gives 2.2 µΩ cm. This is an upper estimate of the effect. In an elastic medium the local dilation is smaller than the total by the factor $(1+\nu)/[3(1-\nu)]$, which gives about 0.14 for a Poisson ratio $\nu\approx0.35$, hence $\Delta Z=1.86$ and 2.3 µΩ cm. Neither change alone closes the gap. The self-consistent shape of the potential, the d electrons and the real Fermi surface are left out and have not been sized here.

Temperature hardly affects the scattering itself: at 378 K, moving the energy by $k_BT$ changes $\sigma_{tr}$ by about 0.5%. Phonons add a rough 1.7 µΩ cm at room temperature. The impurity mean free path is 25 nm, and $k_F$ times this length is 342, so treating collisions as separate events is reasonable.

A 20 nm line breaks a different assumption, that of bulk metal. If surfaces randomized the motion once per line width, they would add about $2.6\times25/20\approx3.3$ µΩ cm. This is a crude scale, since electrons moving along the line meet the surface less often and the value depends on the line height and on how diffuse the walls are, but it is comparable to the impurity term. Grain boundaries, which also scatter strongly in narrow copper lines, are not included.

For other potentials the scheme carries over if each jump is placed on a grid point and the integration is restarted there from $u$ and $u'$. The first value beyond the jump must then come from a Taylor series through $h^4$, with $g$ and its derivatives taken on the far side; stopping at $h^2$ would make the phase only second-order accurate. The starting series must be derived anew if the potential is not constant near the origin. Matching to Bessel functions requires the potential to be negligible beyond the matching radius; an unscreened Coulomb tail would need other outside functions. The full set of values is in the numerical output below.

## Values computed for the example and the checks

```
lattice constant (rough) 0.361 nm, density 85.02 nm^-3
kF 13.6036 nm^-1, EF 7.0507 eV, kF*a 1.9192
hbar^2/2m 0.038100 eV nm^2
well radius a 0.14108 nm, grid steps 400, largest l 6
valence difference 2.0, fitted depth V0 7.5482 eV
U 198.117 nm^-2, K*a 2.7616, sqrt(U)*a 1.9857
l=0: phase 0.9516609 rad, displaced electrons 0.605846
l=1: phase 0.6252008 rad, displaced electrons 1.194046
l=2: phase 0.0582790 rad, displaced electrons 0.185508
l=3: phase 0.0031230 rad, displaced electrons 0.013917
l=4: phase 0.0001155 rad, displaced electrons 0.000662
l=5: phase 0.0000030 rad, displaced electrons 0.000021
l=6: phase 0.0000001 rad, displaced electrons 0.000000
s-wave phase, closed form 0.9516609 rad
largest s-wave error over 20 test wells 2.4e-09 rad
largest error over l in the example 2.6e-11 rad
order test: k*a = 1.0, K*a = 2.3, l = 0
stop at wall: error 3.32e-08 (40 steps), 2.07e-09 (80 steps) rad, order 4.00
cross, mean V: error 1.75e-04 (40 steps), 4.38e-05 (80 steps) rad, order 2.00
cross, inside V: error 9.88e-03 (40 steps), 5.04e-03 (80 steps) rad, order 0.97
largest phase difference from sphere levels 2.0e-05 rad
bound s state 0.7307 eV below band bottom
s phase at k*a = 0.001: 3.13945 rad
forward amplitude 0.162453 + i 0.125543 nm
sigma by angular integral 0.11597104 nm^2
sigma by optical theorem  0.11597104 nm^2
absorbing well, W/V0 = 0.30: elastic 0.081000 nm^2
  absorbed 0.051790 nm^2, sum 0.132790 nm^2
  4 pi Im f(0)/k 0.132790 nm^2
transport cross-section 0.046774 nm^2, Born 0.061707 nm^2
resistivity at 1 at.%: 2.614 micro-ohm cm
Born resistivity 3.449 micro-ohm cm
radius -10%: V0 9.936 eV, rho 3.078 micro-ohm cm
radius +10%: V0 5.888 eV, rho 2.246 micro-ohm cm
dilation (rough misfit 0.20): charge 1.80, V0 6.928 eV, rho 2.202 micro-ohm cm
band mass 1.3 m (rough): V0 5.806 eV
kT at 378 K 0.03257 eV; transport cross-section change +0.54% at EF-kT, -0.53% at EF+kT
phonon resistivity (rough) 1.7 micro-ohm cm, mean free path 38.7 nm
impurity mean free path 25.1 nm, kF times it 342
line width 20 nm, impurity path/width 1.26, phonon path/width 1.93
```
